# Gradients of the Embedded Pair Expansion with Geometry-Dependent Charges

## What goes wrong

Take three hydrogen fluoride molecules, and compute their energy from monomers and pairs, each embedded in point charges that stand for the absent molecules. Let the charges follow the geometry, but differentiate the energy as if they were constants. Now carry the trimer around a closed path: stretch one bond, move another molecule away, undo the stretch, move the molecule back. The energy returns to its starting value, yet the forces have done work: 21.8 µEh at the RHF/6-31G level on the smooth loop of this kind studied below. Repeating the path in the same sense adds the same amount each time.

The missing term is the response of the charges. Its omission gives the wrong gradient wherever the term is nonzero. Whether it also destroys every conserved energy is a separate question, which a small model settles first.

Atomic units are used, with energies in hartree (Eh), lengths in bohr ($a_0$) and charges in $e$. Geometrical inputs are in ångström.

## One charge and two coordinates

Let the energy depend on coordinates $x$ and on one charge $q(x)$. With $\Phi=\partial E/\partial q$, the chain rule gives

$$\frac{dE}{dx}=\left.\frac{\partial E}{\partial x}\right|_q+\Phi\,\frac{dq}{dx}.$$

Suppose the nuclei move under the incomplete force $F=-\partial E/\partial x|_q$. Their kinetic energy $T$ changes at the rate $F\cdot\dot x$, so

$$\frac{d(T+E)}{dt}=-\left.\frac{\partial E}{\partial x}\right|_q\!\cdot\dot x+\left.\frac{\partial E}{\partial x}\right|_q\!\cdot\dot x+\Phi\,\dot q=\Phi\,\dot q. \tag{1}$$

On a closed path $E$ returns to its value, and the work of the incomplete force is $W=\oint\Phi\,dq$.

Take $E=E_0(u,v)+\alpha qv$ and $q=q_0+\beta u$. Then $\Phi=\alpha v$ and $dq=\beta\,du$. On the ellipse $u=a\cos t$, $v=b\sin t$,

$$W=\alpha\beta\oint v\,du=-\alpha\beta ab\int_0^{2\pi}\sin^2t\,dt=-\pi\alpha\beta ab.$$

The work is proportional to the enclosed area and changes sign when the path is reversed. In this model $u$ changes the charge and $v$ changes $\Phi$. If only one coordinate varied, a closed path would retrace itself and the work would vanish.

**Limit.** Let $\Phi$ depend on $q$ alone, and let $G'(q)=\Phi(q)$. Then $\Phi\,\dot q=dG/dt$, and (1) says that $T+E-G$ is conserved. The force is still not the gradient of $E$, but it is conservative. Neglect therefore breaks energy conservation in the strict sense only if $\Phi\,dq$ is not the differential of a function.

## The pair expansion

For $N$ fragments the pair expansion is

$$E=\sum_I E_I+\sum_{I<J}(E_{IJ}-E_I-E_J).$$

Each $E_I$ is subtracted in $N-1$ pairs and added once, so its coefficient is $1-(N-1)=-(N-2)$:

$$E=\sum_S c_SE_S,\qquad c_{IJ}=1,\qquad c_I=-(N-2). \tag{2}$$

Here $E_S$ is the energy of subset $S$ in the field of charges $q_A$ on all atoms $A$ outside $S$. It includes the interaction of these charges with the nuclei and electrons of $S$, but not that of the charges with one another. The potential produced by $S$ is

$$\phi_S(\mathbf r)=\sum_{a\in S}\frac{Z_a}{|\mathbf R_a-\mathbf r|}-\int\frac{\rho_S(\mathbf r')}{|\mathbf r'-\mathbf r|}\,d^3r',$$

where $\rho_S$ is the electron number density. The embedding energy is $\sum_{A\notin S}q_A\phi_S(\mathbf R_A)$.

Let $E_S$ be a Hartree–Fock energy. It is stationary with respect to orbital changes that preserve orthonormality, and this constraint does not contain $q_A$. The change of the orbitals therefore contributes nothing to first order, and

$$\frac{\partial E_S}{\partial q_A}=\phi_S(\mathbf R_A).$$

A non-variational energy would need its relaxed density here.

Each HF molecule carries $+q_I$ on hydrogen and $-q_I$ on fluorine, so

$$\Phi_I=\frac{\partial E}{\partial q_I}=\sum_{S\not\ni I}c_S\left[\phi_S(\mathbf R_{H_I})-\phi_S(\mathbf R_{F_I})\right]. \tag{3}$$

**Limit of additive potentials.** Suppose that each fragment has the same density in every subset, so that $\phi_{IJ}=\phi_I+\phi_J$. At a site in fragment $K$, the potential of $I$ enters through the pairs $IJ$ with $J\ne I,K$. There are $N-2$ of them. The monomer enters with $-(N-2)$, and the sum is zero. Thus $\Phi$ measures the non-additivity of the subset potentials. The same count shows that the charges do not double-count the electrostatic interaction of $I$ with $K$, which comes from $E_{IK}$.

**Limit of full order.** For $N=2$, equation (2) reduces to $E_{12}$, which has no outside charges, and $\Phi=0$. For $N=3$, the three-body correction is $E_{123}$ minus the pair expansion. Adding it leaves $E_{123}$, again with $\Phi=0$.

## The gradient at fixed charges

Let $D$ be the closed-shell density matrix in a Gaussian basis that moves with the nuclei. Treat the nuclei of $S$ and the outside charges as sources $z_C$, equal to $Z_C$ inside $S$ and $q_C$ outside. With kinetic integrals $t_{\mu\nu}$ and $v^C_{\mu\nu}=\langle\mu|\,|\mathbf r-\mathbf R_C|^{-1}|\nu\rangle$,

$$h=t-\sum_Cz_Cv^C,$$

$$E_S=\mathrm{Tr}\,Dh+\tfrac12\sum_{\mu\nu\kappa\lambda}D_{\mu\nu}D_{\kappa\lambda}\left[(\mu\nu|\kappa\lambda)-\tfrac12(\mu\kappa|\nu\lambda)\right]+V_S.$$

$V_S$ contains the repulsion of the nuclei of $S$ and their interaction with the outside charges.

Differentiating the integrals gives explicit terms. Differentiating $D$ gives $\mathrm{Tr}(F\,dD)$, where $F$ is the Fock matrix. Write $D=2CC^T$, with the occupied orbitals obeying $FC=sC\varepsilon$ and $C^TsC=1$, where $s$ is the overlap matrix. Then

$$\mathrm{Tr}(F\,dD)=4\,\mathrm{Tr}(C^TF\,dC)=4\,\mathrm{Tr}(\varepsilon C^Ts\,dC).$$

The differentiated constraint is $dC^TsC+C^Ts\,dC=-C^Tds\,C$. Multiplying by the symmetric matrix $\varepsilon$ and taking the trace gives $2\,\mathrm{Tr}(\varepsilon C^Ts\,dC)=-\mathrm{Tr}(\varepsilon C^Tds\,C)$. Hence

$$\mathrm{Tr}(F\,dD)=-\mathrm{Tr}(W_S\,ds),\qquad W_S=2C\varepsilon C^T=\tfrac12DFD.$$

The last equality follows from $\tfrac12(2CC^T)F(2CC^T)=2C(C^TFC)C^T$. For a nuclear coordinate $X$, with a superscript denoting differentiation of integrals, including the motion of basis functions,

$$\left.\frac{\partial E_S}{\partial X}\right|_q=\mathrm{Tr}\,Dh^X+\tfrac12\sum_{\mu\nu\kappa\lambda}D_{\mu\nu}D_{\kappa\lambda}\left[(\mu\nu|\kappa\lambda)^X-\tfrac12(\mu\kappa|\nu\lambda)^X\right]-\mathrm{Tr}\,W_Ss^X+V_S^X. \tag{4}$$

If $X$ belongs to an atom $A$ outside $S$, no basis function of $S$ moves. The source terms alone remain, and they combine to $q_A\nabla\phi_S(\mathbf R_A)$. This gradient belongs to the real atom that carries the charge. The fixed-charge gradient of the expansion is the sum of (4) over subsets with weights $c_S$.

**Limit of rigid motion.** At fixed $q$, each $E_S$ is unchanged when all atoms are translated or rotated together. The incomplete forces therefore have zero net force and zero net torque. In the trimer the largest component of the computed net force is $5\times10^{-9}$ µEh/$a_0$, and that of the net torque is $2\times10^{-5}$ µEh. Conservation of momentum and angular momentum cannot reveal the missing response.

## The response of the charges

Let $\mathbf b_I=\mathbf R_{H_I}-\mathbf R_{F_I}$ and let $\mathbf d_I$ be the dipole of monomer $I$ in the field of the other charges. Charges $\pm q_I$ have the dipole $q_I\mathbf b_I$. Matching its component along the bond gives

$$q_I=Q_I(x,q),\qquad Q_I=\frac{\mathbf d_I\cdot\mathbf b_I}{|\mathbf b_I|^2}. \tag{5}$$

The molecule is neutral, so $\mathbf d_I$ does not depend on the origin. A dipole component perpendicular to the bond is not represented.

If the charges came from isolated monomers, $Q_I$ would depend on the coordinates of molecule $I$ alone, and the missing gradient would be $\sum_I\Phi_I\,\partial Q_I/\partial x$. Self-consistent charges also respond to one another. Define $K_{IJ}=\partial Q_I/\partial q_J$, with $K_{II}=0$ because a monomer is not embedded in its own charge. Differentiating (5) gives

$$\frac{dq}{dx}=\frac{\partial Q}{\partial x}+K\frac{dq}{dx}\quad\Rightarrow\quad\frac{dq}{dx}=(1-K)^{-1}\frac{\partial Q}{\partial x}. \tag{6}$$

This requires $1-K$ to be invertible. The missing gradient is $\Phi^T(1-K)^{-1}\partial Q/\partial x$. Call the row vector in front $\lambda^T$. Then

$$\frac{dE}{dx}=\left.\frac{\partial E}{\partial x}\right|_q+\lambda^T\left.\frac{\partial Q}{\partial x}\right|_q,\qquad(1-K)^T\lambda=\Phi. \tag{7}$$

One small linear system serves all coordinates. The derivatives of $Q$ need the response of embedded monomers, but not of pairs:

$$\frac{\partial Q_I}{\partial X}=\frac{1}{|\mathbf b_I|^2}\left[\frac{\partial\mathbf d_I}{\partial X}\cdot\mathbf b_I+\mathbf d_I\cdot\frac{\partial\mathbf b_I}{\partial X}-2Q_I\,\mathbf b_I\cdot\frac{\partial\mathbf b_I}{\partial X}\right].$$

In the example, $\partial Q/\partial x$ and $K$ are central differences of $Q$ between converged monomer calculations, with steps of 0.002 $a_0$ and 0.002 $e$.

**Limits.** For $K=0$, $\lambda=\Phi$ and the result for uncoupled charges returns. For three molecules with equal potentials $\Phi$ and all six couplings equal to $k$, each row of the system reads $\lambda=\Phi+2k\lambda$, so $\lambda=\Phi/(1-2k)$. Mutual polarization enhances $\lambda$ when $0<k<1/2$, and $\lambda$ diverges as $k\to1/2$.

## The trimer at one geometry

The fluorine atoms form an equilateral triangle of side 2.60 Å. The bonds are 0.93 Å long and tilt outward by 20° from the line to the next fluorine. These are chosen values, not an optimized structure. The level is RHF/6-31G, which omits electron correlation and has no polarization functions. For the gradient, the bond of molecule 1 is stretched by 0.08 Å, which removes the threefold symmetry.

The pair expansion lies 0.168 mEh above the RHF energy of the whole trimer in the same basis. Without charges the difference is 5.99 mEh, so at this geometry and in this basis embedding reduces the expansion error by a factor of about 36. The factor is not converged with the basis: in 6-31G** the two differences are 0.77 and 6.26 mEh, a factor of about 8.

The self-consistent charges are 0.553, 0.565 and 0.564 $e$. Equation (3) gives $\Phi=(-2.407,-2.242,-2.838)$ mEh/$e$, and differences of $E$ with respect to the charges confirm it. These values depend on the basis: in 6-31G** the charges fall to 0.485, 0.488 and 0.487 $e$, and $\Phi=(-2.47,-2.31,-2.95)$ mEh/$e$. The adjoint equation can be checked by hand. Its first row reads $\lambda_1=\Phi_1+K_{21}\lambda_2+K_{31}\lambda_3$:

$$-2.4073+0.0409(-2.4724)+0.04218(-3.0418)=-2.6367\ \text{mEh}/e,$$

which is the value of $\lambda_1$ found from the full system.

The complete gradient was tested along four directions against four-point differences of the energy, with the charges solved again at every displaced geometry. In µEh/$a_0$:

| Direction | Fixed charges | Response | Difference of $E$ |
|---|---:|---:|---:|
| Stretch, molecule 1 | 58197.71 | 20.26 | 58217.97 |
| Rigid shift, molecule 3 | −3298.69 | 110.77 | −3187.91 |
| Random A | −3881.93 | 150.26 | −3731.67 |
| Random B | −12279.28 | 4.19 | −12275.09 |

The complete formula agrees within 0.006 µEh/$a_0$; without the response the largest discrepancy is 150 µEh/$a_0$. The table tests the formula within one basis, and the response values themselves are not converged: in 6-31G** the response is −127 µEh/$a_0$ along the stretch and 88 µEh/$a_0$ along the shift. The changes of the charges along these directions were also tested against (6).

Over all 18 coordinates the response has norm 608 µEh/$a_0$, or 0.7% of the fixed-charge norm of 89205 µEh/$a_0$. That ratio is small partly because this geometry is far from a minimum. Along the shift of molecule 3, the response is already 3.5% of the complete derivative. Setting $K=0$ in the response, while keeping the same charges, leaves an error of 49 µEh/$a_0$, or 8% of the response norm.

The small response along the stretch needs a closer look. Without embedding, the stretched molecule has a charge of 0.4987 $e$ and an unstretched one 0.5180 $e$. The stretch is 0.151 $a_0$, so the mean slope is about $-0.127$ $e/a_0$. Multiplied by $\lambda_1$, this gives about $+335$ µEh/$a_0$, whereas the total response is 20. The estimate uses a mean slope instead of the slope at the stretched geometry, and it leaves out the effect of embedding on this slope and the responses of the other two charges. Evaluating the three terms $\lambda_I\,\partial Q_I/\partial x$ of (7) separates these effects. The local slope of the isolated molecule, $-0.122$ $e/a_0$, would still give $+323$. Embedding flattens the slope to $-0.049$ $e/a_0$ and the term to $+130$. The other two charges contribute $-63$ and $-46$ µEh/$a_0$, which leaves about 20. This near-cancellation is particular to 6-31G.

## The closed path

With several charges, (1) becomes

$$\frac{d(T+E)}{dt}=\Phi\cdot\dot q,\qquad W=\oint\sum_I\Phi_I\,dq_I. \tag{8}$$

Let $u$ be the stretch of molecule 1 and $v$ the rigid shift of molecule 3 along the line from fluorine 2 to fluorine 3. Substitute $dq_I=\partial_uq_I\,du+\partial_vq_I\,dv$ and apply Green's theorem. The mixed second derivatives of $q_I$ cancel, leaving, for a counterclockwise path,

$$W=\iint\sum_I\left(\frac{\partial\Phi_I}{\partial u}\frac{\partial q_I}{\partial v}-\frac{\partial\Phi_I}{\partial v}\frac{\partial q_I}{\partial u}\right)du\,dv. \tag{9}$$

All derivatives here include the adjustment of the charges. For the two-coordinate model, the first product vanishes and the second gives $-\alpha\beta$ times the area, as before. If $\Phi_I=\partial G/\partial q_I$ for some function $G(q)$, the integral in (8) is $\oint dG=0$.

The path is $u=0.08\cos t$ Å, $v=0.20\sin t$ Å, centred on the symmetric ring. At 11 equally spaced values of $t$, the analytic fixed-charge forces give the power $F\cdot dx/dt$. Its mean times $2\pi$ is the work. Separately, the potentials (3) and the derivative of the trigonometric interpolant of the charges give $\oint\Phi\cdot dq$. The results are

$$W=21.785\ \mu\text{Eh},\qquad\oint\Phi\cdot dq=21.785\ \mu\text{Eh}.$$

Their difference, the work left when the response is included, is $-4\times10^{-5}$ µEh. The work per loop corresponds to 57.2 J/mol of trimers, or $k_B$ times 6.9 K. It is positive, so forces without the response feed energy into the nuclei when the path is followed in this sense; the reverse path removes it. The size and sign of $W$ are established only for RHF/6-31G. The responses along the two path directions change markedly with the basis, so the value should not be read as converged.

**Limit of constant charges.** If the charges keep their values from the stretched geometry throughout the path, $dq=0$ and the fixed-charge forces are the gradient of a function. The computed work is $-4\times10^{-5}$ µEh, the same size as the residual above. The forces were evaluated in the same way, so the 21.8 µEh comes from letting the charges vary without including their response.

**Limit of a small path.** By (9), the work of a sufficiently small path scales with its area if the integrand at the centre is nonzero. Halving both amplitudes gives $\oint\Phi\cdot dq=5.542$ µEh, and the ratio is 3.93 instead of 4. The integrand's linear variation cancels over an ellipse, so the first correction to the work is of fourth order in the size. Writing $W=As^2+Bs^4$ for scale $s$, the ratio gives

$$\frac{4(1+B/A)}{1+B/(4A)}=3.931\quad\Rightarrow\quad\frac BA\approx-0.023.$$

Within this two-term form, the departure from area scaling is about 2% at full size.

The loop demonstrates a non-conservative force field, but it does not predict the heating rate of a trajectory. A trajectory may enclose areas in both senses, and its drift is the integral of $\Phi\cdot\dot q$ along the motion it actually performs. Two remedies follow from the derivation: include the response in (7), or hold the charges constant and accept a different potential energy surface. Values with more digits are in the numerical output.

## Calculated quantities

```
Level: RHF/6-31G; fragments: 3 HF molecules
F-F distance 2.60 A, H-F length 0.93 A, outward tilt 20 deg
H1...F2 contact in the symmetric ring: 1.7551 A
Gradient geometry: bond of molecule 1 stretched by 0.08 A
Charges without embedding (e): [0.49873 0.51795 0.51795]
Self-consistent charges q (e): [0.55295 0.56502 0.56373]
K row 1 (dimensionless): [-0.       0.0478   0.04166]
K row 2 (dimensionless): [0.0409  0.      0.03785]
K row 3 (dimensionless): [0.04218 0.0345  0.     ]
Phi (mEh/e): [-2.4073 -2.2415 -2.8384]
lambda (mEh/e): [-2.6367 -2.4724 -3.0418]
Largest error of Phi against differences: 7.2e-08 mEh/e
Supermolecule energy: -299.97970641 Eh
Embedded pair expansion energy: -299.97953844 Eh
Embedded pair expansion minus supermolecule: 0.1680 mEh
Unembedded pair expansion minus supermolecule: 5.9947 mEh
Directional derivatives (uEh/a0): difference | fixed q | response
  stretch of molecule 1: 58217.967 | 58197.707 | 20.255
  shift of molecule 3: -3187.911 | -3298.686 | 110.774
  random direction A: -3731.665 | -3881.929 | 150.264
  random direction B: -12275.090 | -12279.275 | 4.185
Largest error, complete gradient: 0.0056 uEh/a0
Largest error, response omitted: 150.264 uEh/a0
Norm of fixed-charge gradient: 89204.6 uEh/a0
Norm of response gradient: 607.649 uEh/a0
Largest response component: 297.461 uEh/a0
Norm of response error if K is set to zero: 49.222 uEh/a0
Net force, fixed-charge gradient: 5.1e-09 uEh/a0
Net torque, fixed-charge gradient: 1.7e-05 uEh
Path: stretch amplitude 0.08 A, shift amplitude 0.20 A, 11 points
Range of each charge on the path (e): [0.02023 0.01607 0.01541]
Work of fixed-charge forces per loop: 21.7849 uEh
Loop integral of Phi.dq: 21.7850 uEh
Work left with the response included: -3.7e-05 uEh
Work with frozen charges: -3.6e-05 uEh
Work per loop: 57.1964 J/mol
Work per loop divided by Boltzmann constant: 6.8791 K
Loop integral of Phi.dq, half-size path: 5.5419 uEh
Ratio full-size to half-size: 3.9309
```
